Silicon 3s Fourier tails and dark-matter–electron scattering at large momentum transfer

Close to a nucleus of charge Z the potential is −Z/r, and this fixes how an s orbital leaves its value at the nucleus. In Hartree atomic units, write the orbital as ψ(r) = u(r)/(r√(4π)), with ∫u² dr = 1. The radial equation is

u'' = 2(V − ε)u.

Near r = 0, u ≈ u'(0) r and V ≈ −Z/r, so u''(0) = −2Z u'(0). Dividing u = u'(0) r + u''(0) r²/2 + … by r gives

ψ(r) = ψ(0)(1 − Zr + …), ψ(0) = u'(0)/√(4π).

The constant term is smooth in x, y and z. The term in r = √(x² + y² + z²) is not: it has a cusp. A smooth function has no power-law tail in its Fourier transform, so the leading tail comes from −Zψ(0)r. The transform of r, ∫e^{−iq·r} r d³r, contains no length except 1/q and has the dimension length⁴. It must therefore be C/q⁴ for q ≠ 0. The constant follows from ∇²r = 2/r. The Laplacian becomes −q² and 1/r becomes 4π/q², so −q²·C/q⁴ = 8π/q² and C = −8π. Hence

φ(q) → 8πZψ(0)/q⁴.

A pseudo orbital is built to have no cusp. It agrees with the true orbital outside a radius r_c and is smooth inside, so it lacks this tail. Dark-matter scattering that needs a large momentum transfer measures the difference.

**The model**

The model is one free silicon atom in the local density approximation (LDA), non-relativistic and with a point nucleus. Its 3s level lies at −10.83 eV. This is a Kohn–Sham eigenvalue, not a measured ionisation energy. The approximation gives atoms too large a correlation energy and retains some self-interaction.

The pseudo orbital is of the Troullier–Martins type with r_c = 1.9 bohr. Inside r_c,

ũ(r) = r e^{p(r)},

where p is a polynomial in r² of degree 12 in r. Its seven coefficients are fixed by seven conditions: the charge inside r_c, the value and four derivatives of ũ at r_c, and zero curvature of the pseudopotential at the origin. The true orbital has ψ(0) = 2.18 bohr^(−3/2), the pseudo orbital 0.076.

**Two tails from one integral**

For an s orbital the angular integration leaves

φ(q) = (√(4π)/q) S(q), S(q) = ∫₀^∞ u sin(qr) dr.

Integrate by parts twice. The first boundary term vanishes because u(0) = 0, the second because sin 0 = 0:

S = −(1/q²) ∫u'' sin(qr) dr.

Two more integrations act on u'', which does not vanish at the origin:

∫u'' sin(qr) dr = u''(0)/q − (1/q²) ∫u'''' sin(qr) dr.

Therefore

S = −u''(0)/q³ + (1/q⁴) ∫u'''' sin(qr) dr.

With u''(0) = −2Zu'(0) the first term is 2Zu'(0)/q³. Multiplying by √(4π)/q and using u'(0) = √(4π)ψ(0) gives 8πZψ(0)/q⁴ again. The next boundary term is u''''(0)/q⁵, so the relative correction falls as 1/q².

The scale of that correction is visible in a case that can be done in closed form. For a hydrogen-like 1s orbital, ψ = ψ(0)e^{−Zr},

φ(q) = 8πZψ(0)/(q² + Z²)² = [8πZψ(0)/q⁴](1 − 2Z²/q² + …).

The power law thus needs q well above Z, which is 14 here. For the silicon 3s orbital the ratio of φ to the cusp law is 0.59 at q = 20, 0.86 at 40, 0.964 at 80 and 0.9945 at 200. Between 40 and 80 the deviation falls from 0.139 to 0.036, close to the expected factor of 4. The point at q = 200 tests the mathematics of the model. As physics it lies outside the non-relativistic regime, since the speed of light is about 137 atomic units.

Now take the pseudo orbital. Since p is even in r, ũ is odd, and all its even derivatives vanish at r = 0. The origin contributes nothing to any order of this expansion. What remains is the joint at r_c. Derivatives up to the fourth are continuous there, so

S̃ = (1/q⁴) ∫ũ'''' sin(qr) dr = (1/q⁵) ∫ũ⁽⁵⁾ cos(qr) dr.

The fifth derivative jumps by J = ũ⁽⁵⁾(r_c⁺) − ũ⁽⁵⁾(r_c⁻). Integrating the two pieces separately leaves the upper limit of the inner piece minus the lower limit of the outer one, which is −J sin(qr_c)/q. Hence

φ̃(q) → −√(4π) J sin(qr_c)/q⁷.

The exponent depends on how smoothly the two parts are joined, and a different construction would change it. For this orbital the envelope of φ̃ between q = 30 and 54 gives an exponent of −7.00. The squared transforms then differ by a factor that grows as q⁶, apart from the oscillation of the sine.

**What the core region adds before the power law**

The probability of finding the electron with momentum between q and q + dq is (2/π)S² dq. In bands of q it is, for the true and the pseudo orbital:

0–2: 0.875 and 0.987
2–4: 0.108 and 0.013
4–6: 9.2×10⁻³ and 1.1×10⁻⁴
6–8: 5.2×10⁻⁴ and 5.6×10⁻⁶
8–10: 1.8×10⁻³ and 3.6×10⁻⁷
20–22: 2.6×10⁻⁴ and 1.8×10⁻¹²

The ratio is 86 in the third band, 93 in the fourth and 5000 in the fifth. It stalls in the fourth band because the true transform changes sign at q = 6.30, which makes the true probability small there.

Most of these bands lie below the range of the cusp law. The excess there has another source: the 3s orbital must be orthogonal to 1s and 2s, so it oscillates inside the core, and a short wavelength in space means a large momentum. This can be tested by making the pseudo orbital orthogonal to the core:

u_orth ∝ ũ − Σ_c u_c ∫u_c ũ dr, c = 1s, 2s,

followed by normalisation. The probability between q = 5 and 40 is 6.8×10⁻⁵ for the pseudo orbital, 5.2×10⁻³ after orthogonalisation and 9.3×10⁻³ for the true orbital. Orthogonality to the core therefore supplies somewhat more than half of the missing weight. The subtracted core orbitals have cusps of their own, so this share includes part of the cusp tail. The rest requires the true shape of the orbital inside r_c.

**What norm conservation protects**

The pseudo orbital holds the same charge inside r_c as the true one, so both momentum distributions integrate to one. What the true orbital has at high momentum it must lack at low momentum: 0.112 is missing below q = 2 and is found above it. The two transforms do not coincide even as q → 0, because φ(0) involves ∫ur dr, which no condition fixes. At q = 0.1 their ratio is 0.975.

The density is better protected. Expanding sin(qr)/(qr) = 1 − q²r²/6 + … gives

∫(u² − ũ²) sin(qr)/(qr) dr = −(q²/6) ∫(u² − ũ²) r² dr + … .

The constant term has dropped out because the charges are equal. The difference is 1.7×10⁻⁴ at q = 0.25 and 6.7×10⁻⁴ at q = 0.5, a factor of 4 for a doubled q. This is why a pseudo density can serve well for long-wavelength properties and fail at large q. If the pseudo orbital does not conserve the norm, as in ultrasoft schemes, the constant term survives and a correction is needed even at q = 0.

**Why dark matter asks for large q**

Let a particle of mass m and speed v give momentum q and energy ω to the electron, with the atom held fixed. Its own energy balance is

ω = mv²/2 − |mv − q|²/(2m) = v·q − q²/(2m).

Since v·q ≤ vq, the transfer must satisfy q² − 2mvq + 2mω ≤ 0. The smaller root is the least possible transfer:

q₋ = mv[1 − √(1 − 2ω/(mv²))] ≈ ω/v for ω ≪ mv²/2.

Take m = 100 MeV/c², which is 195.7 electron masses, and v = 600 km/s, which is 0.2743 atomic units. A deposit of 50 eV is 1.84 hartree. Then mv²/2 = 7.36 hartree, mv = 53.7, and

q₋ = 53.7 × [1 − √(1 − 1.84/7.36)] ≈ 7.2 a.u. = 26.8 keV/c.

A free electron at rest that takes up 1.84 hartree would receive a momentum of only √(2 × 1.84) = 1.9. The bound electron leaves with an energy of 50 − 10.8 = 39.2 eV, or 1.44 hartree, and so with a momentum of about 1.7 far from the atom. If the final state were a plane wave, the initial orbital would have to supply at least 7.2 − 1.7 = 5.5. The pseudo orbital has almost nothing there.

To lowest order in the interaction the rate contains an integral over d³q = 2πq² dq d(cos θ). The energy delta function, δ(ω − vq cos θ + q²/(2m)), removes the angle and leaves a factor 1/(vq). The rate per unit deposited energy is therefore

R(ω) ∝ (1/v) ∫ q dq |F(q)|² Σ_f |⟨f|e^{iq·r}|3s⟩|² δ(E_f − ε − ω),

with the lower limit q₋. For a heavy mediator F = 1. For a light one F ∝ 1/q², which puts a factor q⁻⁴ into the rate.

**Both orbitals have a cusp**

The final state is a slow electron in the field of the same nucleus, not a plane wave. If it is an s state, the product of the two orbitals near r = 0 is

ψ_f ψ_i = ψ_f(0)ψ_i(0)(1 − Zr)² ≈ ψ_f(0)ψ_i(0)(1 − 2Zr).

The slope has doubled, and the same transform of r gives

⟨f|e^{iq·r}|i⟩ → 16πZ ψ_f(0)ψ_i(0)/q⁴.

At q = 200 the computed matrix element is 0.97 of this law. A plane-wave final state keeps the cusp of ψ_i alone. In this tail it loses a factor of 2 in the amplitude, and so 4 in its square, and it replaces ψ_f(0) by the plane-wave amplitude.

A final p state behaves near the nucleus as r(1 − Zr/2) times an angular function. Its first non-smooth product with the s orbital has the radial factor r², and the same dimensional argument gives q⁻⁵. For a final angular momentum l the first non-smooth term has the radial factor r^(l+1), which gives q^(−4−l). At fixed final energy, s states therefore dominate the far tail. This sets in late: for a deposit of 50 eV, p states still supply about 70 % of the squared form factor at q = 12, and s states take the lead only between q = 20 and 30.

The projector augmented-wave (PAW) method restores these features through

|ψ⟩ = |ψ̃⟩ + Σ_a (|φ_a⟩ − |φ̃_a⟩) c_a, c_a = ⟨p̃_a|ψ̃⟩.

Here φ_a and φ̃_a are true and smooth partial waves, which agree outside r_c, and p̃_a are projectors. If the partial waves represent both states inside the sphere, the matrix element becomes

⟨ψ̃_f|e^{iq·r}|ψ̃_i⟩ + Σ_ab c_fa* c_ib [⟨φ_a|e^{iq·r}|φ_b⟩ − ⟨φ̃_a|e^{iq·r}|φ̃_b⟩].

The cusps and core oscillations sit in the bracket. The exponential must be kept whole inside the sphere: at q = 7.2, qr_c is about 14, so an expansion in powers of q·r is useless. The result also fails if the partial waves do not cover the energy of the outgoing electron.

**The rates**

The rates below use final states computed in a sphere of radius 32 bohr, with angular momenta up to 10 and the q integral cut at 32 a.u. The true orbital is paired with states of the true potential. The pseudo orbital is paired with states of the pseudopotentials, where the p potential also serves for higher angular momenta. For a heavy mediator, with mass and speed held fixed, the ratio of the true to the pseudo rate is:

20 eV (q₋ = 2.75 a.u.): 6.8
30 eV (4.18 a.u.): 36
40 eV (5.66 a.u.): 640
50 eV (7.18 a.u.): 2700
80 eV (12.08 a.u.): 1.4×10⁶

The large ratios at the end say that the pseudo rate has become negligible, not that the true rate is large. They also depend on how the pseudo orbital is built: with r_c = 1.6 bohr the ratio at 80 eV is only 1.2×10⁵, while at 20 eV it stays at 6.7. The potential seen by the pseudo d states matters more at small deposits, because at 20 eV d final states supply about 70 % of the true squared form factor at q = 2 and about 90 % at q = 3. With a Troullier–Martins d potential, built at the 3p energy and used for l ≥ 2 in place of the p potential, the ratios become about 2.0 at 20 eV, 61 at 30 eV, 520 at 40 eV, 6300 at 50 eV and 4×10⁶ at 80 eV. Most of the factor 6.8 at 20 eV thus reflects the missing d potential rather than the missing core structure, while the rise by orders of magnitude at large q₋ remains. The cut at 32 a.u. lowers the ratio at 80 eV by about 18 % and the one at 50 eV by about 4 %.

All final states here see the potential of the neutral atom, whereas a real outgoing electron leaves an ion behind. A simple estimate removes the Hartree potential of one 3s electron from the final-state potentials. The ratio then falls to about 4.3 at 20 eV and 2100 at 50 eV, so the small ratios are less certain than their digits suggest.

At a fixed deposit of 20 eV the squared form factors have a ratio of 0.93 at q = 1, so the two descriptions nearly agree there. The rise is not even: the ratio is 3.4 at q = 3, 1.2 at q = 4 and 390 at q = 6. The dip comes from the true form factor, which has a minimum near q = 4: its leading partial waves, l = 0, 1 and 2, each nearly vanish at some momentum between 3 and 5.

Summed over deposits from 15 to 80 eV in steps of 1 eV, the rate rises by a factor of 9.8 for a heavy mediator and 2.3 for a light one. The coarser steps of 5 eV used for the output below give 7.9 and 2.1, because the pseudo rate falls more steeply than the true one between neighbouring points. With the ion's potential for the final states, the factors are about 4.9 and 1.7. For the neutral atom with the d pseudopotential they are about 3.7 and 0.9, so the light-mediator total then does not rise at all. With the p potential for l ≥ 2 and the sum started at 12 eV instead of 15 eV, they are 4.5 and 1.7. The total ratio is the average of the individual ratios weighted with the pseudo rate, and that weight lies mostly at small deposits, where q₋ is small. The factor q⁻⁴ of a light mediator shifts the weight further towards small q. The rise by orders of magnitude thus belongs to large momentum transfer, or to a threshold that enforces it, and not to every total rate.

**Silicon detectors**

In a silicon crystal the gap is roughly 1.1 eV, so deposits far below the 10.8 eV threshold of the atomic 3s level can count. Where they dominate the total, reconstruction matters less for it. The speed of 600 km/s is on the fast side of a halo distribution, whose typical speeds are roughly 300 km/s. Slower particles need a larger q₋: at 50 eV the ratio is 3×10⁶ for 400 km/s and 420 for 750 km/s.

The rates above also omit the 3p shell. Between q = 6 and 8 a true 3p electron has a probability of 7.0×10⁻³, about 14 times that of a 3s electron, while its pseudo orbital has 1.7×10⁻⁷. Adding one electron of each kind raises the ratio in this band from 93 to about 1300. The effect is large here partly because the 3s transform passes through zero in this band, so the factor does not carry over to other bands. Crystal formation also matters, since 41 % of the 3s charge lies beyond half a bond length and is reshaped by the neighbours. This changes ψ(0), and with it the height of the tail, by an amount the atom cannot give. The q⁻⁴ law remains, apart from interference between the nuclei, for crystal orbitals that do not vanish at the nuclei; those of pure p character there fall faster.

Relativity is a small correction, of the order (Zα)² ≈ 0.01. Dielectric screening depends on the deposit. A free-electron estimate at q₋ gives 6×10⁻⁴ relative to one at 50 eV, but about 0.13 at 15 eV, where it lowers the rate near q₋ by about a fifth. At a given q and ω it acts equally on the true and the pseudo rate. The 2p shell, at −95.6 eV in this approximation, stays closed for the deposits considered. The numerical output below gives the remaining values.

Computed results

```
LDA level 3s: -10.83 eV; 2p: -95.6 eV
r_c = 1.9 bohr; 1 a.u. of momentum = 3.729 keV/c
3s psi(0) true 2.176, pseudo 0.076 bohr^-3/2
u''(0)/u'(0) true 3s: -28.0000 1/bohr
momentum probability per band (a.u.): true, pseudo, ratio
  q 0-2: 8.746e-01 9.867e-01 0.886
  q 2-4: 1.078e-01 1.319e-02 8.17
  q 4-6: 9.190e-03 1.073e-04 85.6
  q 6-8: 5.186e-04 5.606e-06 92.5
  q 8-10: 1.798e-03 3.609e-07 4.98e+03
  q 10-12: 1.837e-03 1.696e-08 1.08e+05
  q 20-22: 2.642e-04 1.796e-12 1.47e+08
sign changes of true phi below 12 a.u.: 1.45 6.30
sign changes of pseudo phi below 12 a.u.: 1.67 4.23 6.77 8.99 10.96
probability missing below q=2: 0.1121, found above: 0.1120
|phi true / phi pseudo| at q=0.1 a.u.: 0.975
density form factor, true - pseudo: q=0.25 1.69e-04, q=0.5 6.72e-04
probability q 5-40: true 9.283e-03, pseudo 6.837e-05, core-orthogonalised pseudo 5.165e-03
true phi / cusp law at q=20 a.u.: 0.5894
true phi / cusp law at q=40 a.u.: 0.8614
true phi / cusp law at q=80 a.u.: 0.9640
true phi / cusp law at q=200 a.u.: 0.9945
pseudo tail exponent, q 30 to 54 a.u.: -7.00
s-s matrix element / two-cusp law, q=200 a.u.: 0.9716
Bethe sum at q=1 a.u. (expected 0.5): 0.50000 hartree
form factor squared at 20 eV deposit, true/pseudo:
  q=1 a.u.: 0.931
  q=2 a.u.: 1.47
  q=3 a.u.: 3.39
  q=4 a.u.: 1.17
  q=6 a.u.: 387
  q=8 a.u.: 5.69e+03
  q=12 a.u.: 9.57e+04
particle: 100 MeV/c2 = 195.7 m_e, 600 km/s = 0.2743 a.u.
deposit, least q, rate ratio true/pseudo (heavy mediator):
  20 eV: 2.75 a.u. = 10.3 keV/c, 6.78
  30 eV: 4.18 a.u. = 15.6 keV/c, 35.7
  40 eV: 5.66 a.u. = 21.1 keV/c, 641
  50 eV: 7.18 a.u. = 26.8 keV/c, 2.72e+03
  60 eV: 8.75 a.u. = 32.6 keV/c, 2.33e+04
  80 eV: 12.08 a.u. = 45.0 keV/c, 1.44e+06
total 15-80 eV, true/pseudo: heavy mediator 7.908, light mediator 2.059
neglected speed spread: 50 eV ratio at 400 km/s: 3.07e+06
neglected speed spread: 50 eV ratio at 750 km/s: 418
neglected relativity: (Z alpha)^2 = 0.0104
neglected screening at 50 eV, least q: 5.6e-04
3s charge beyond half a bond (0.118 nm): 0.412
3p probability q 6-8: true 7.032e-03, pseudo 1.693e-07
```
